# Why Arrhenius Heating Puts the Holding Point of a Threshold Switch Above Melting

## Definitions and model

Consider a threshold switch whose conducting region has a single temperature \(T\) in surroundings at \(T_0\). Its resistance follows a simple Arrhenius law,

\[
R(T)=R_0\exp\!\left[\theta\left(\frac1T-\frac1{T_0}\right)\right],\qquad \theta=\frac{E_a}{k},
\]

where \(R_0\) is the resistance at \(T_0\), \(E_a\) the activation energy and \(k\) the Boltzmann constant. Heat leaves through a constant thermal resistance \(R_{th}\), so the heat flow is \((T-T_0)/R_{th}\). At first there is no series resistance and no dependence of \(R\) on the electric field.

The current is \(I\) and the voltage across the region is \(V\). The **threshold point** is the maximum of \(V\) along the steady current–voltage curve, and the **holding point** is the minimum that follows it at higher current. Between them the differential resistance \(dV/dI\) is negative. The holding point in this sense belongs to the device. The source voltage at which a complete circuit switches off is a different quantity, treated below.

For \(E_a=0.30\) eV and \(T_0=300\) K, this model puts the holding point near 3150 K. Chalcogenides of the Ge-Sb-Te family melt at roughly 900 K, so the solid whose conduction law was assumed no longer exists there.

## Where the voltage turns

In the steady state the electrical power equals the heat flow:

\[
\frac{V^2}{R(T)}=I^2R(T)=\frac{T-T_0}{R_{th}} .
\]

Solving for the voltage and the current gives

\[
V^2=\frac{(T-T_0)R(T)}{R_{th}},\qquad
I^2=\frac{T-T_0}{R_{th}R(T)} .
\]

As \(T\) rises, \(T-T_0\) grows and \(R\) falls, so \(I\) rises steadily. Each current therefore has one temperature, and \(T\) can label every point of the curve.

The Arrhenius law gives \(d\ln R/dT=-\theta/T^2\). Taking logarithms of the two expressions and differentiating,

\[
2\frac{d\ln V}{dT}=\frac1{T-T_0}-\frac{\theta}{T^2},\qquad
2\frac{d\ln I}{dT}=\frac1{T-T_0}+\frac{\theta}{T^2}.
\]

Multiply both by \(T-T_0\), and define

\[
x(T)=\frac{\theta(T-T_0)}{T^2}.
\]

The ratio of the two derivatives is then

\[
\frac{d\ln V}{d\ln I}=\frac{1-x}{1+x}.
\]

The number \(x\) is the percentage gain in conductance per percent of added temperature rise. If \(x>1\), conductance grows faster than the heat that must be supplied, and a smaller voltage suffices. If \(x<1\), more voltage is needed.

The turning points lie at \(x=1\), which means \(\theta(T-T_0)=T^2\), or

\[
T^2-\theta T+\theta T_0=0 .
\]

The quadratic formula gives

\[
T_\mp=\frac{\theta}{2}\left(1\mp\sqrt{1-\frac{4T_0}{\theta}}\right).
\]

Two distinct turning points require \(\theta>4T_0\). To see which is which, differentiate \(x\):

\[
\frac{dx}{dT}=\theta\left(\frac1{T^2}-\frac{2(T-T_0)}{T^3}\right)
=\frac{\theta(2T_0-T)}{T^3}.
\]

Thus \(x\) starts from zero at \(T_0\), peaks at \(2T_0\) and then falls. It passes upward through 1 at \(T_-\), where the voltage has its maximum, and downward through 1 at \(T_+\), where the voltage has its minimum.

Neither temperature contains \(R_0\), \(R_{th}\) or the cell size. Within this model, a smaller cell or better thermal insulation can change the holding voltage and current but leaves the holding temperature where it was.

## Why the upper temperature is so high

The square root lies between 0 and 1, so \(T_+\) lies between \(\theta/2\) and \(\theta\). In energy terms,

\[
\frac{E_a}{2}<kT_+<E_a .
\]

The thermal energy at the holding point is therefore comparable with the activation energy itself. Conductance keeps outrunning the temperature rise until its Arrhenius factor \(e^{-\theta/T}\) is a sizeable fraction of its upper limit, 1. With \(T_+\) in this range, that factor lies between \(e^{-2}\approx0.14\) and \(e^{-1}\approx0.37\).

When \(\theta\gg T_0\), the expansion \(\sqrt{1-4T_0/\theta}\approx1-2T_0/\theta-2T_0^2/\theta^2\) gives

\[
T_-\approx T_0+\frac{T_0^2}{\theta},\qquad T_+\approx\theta-T_0 ,
\]

where the second result is kept to one order less. Threshold needs a modest temperature rise; holding needs a temperature set by the barrier. In the opposite limit, \(\theta\to4T_0\), both points merge at \(2T_0\) and the negative-resistance region disappears.

For 0.30 eV, \(\theta=3481\) K. The square root is \(\sqrt{1-1200/3481}=0.8095\), so

\[
T_-=1740.7(1-0.8095)\approx332\ \text{K},\qquad
T_+=1740.7(1+0.8095)\approx3150\ \text{K}.
\]

At the upper point \(kT_+=0.271\) eV and the Arrhenius factor is 0.331.

## What is stable, and under which drive

Let the region have heat capacity \(C\) and thermal time \(\tau=R_{th}C\). At fixed voltage,

\[
C\frac{dT}{dt}=\frac{V^2}{R(T)}-\frac{T-T_0}{R_{th}} .
\]

For a small deviation \(\delta\) from a steady state, use \(d(1/R)/dT=\theta/(RT^2)\) and then replace \(V^2/R\) by \((T-T_0)/R_{th}\):

\[
C\frac{d\delta}{dt}
=\left(\frac{V^2}{R}\frac{\theta}{T^2}-\frac1{R_{th}}\right)\delta
=\frac{x-1}{R_{th}}\delta,
\qquad
\frac{d\delta}{dt}=\frac{x-1}{\tau}\delta .
\]

States between \(T_-\) and \(T_+\) have \(x>1\) and are unstable at fixed voltage. A stable hot state must be hotter than \(T_+\). Below the minimum voltage no hot state remains, and the region cools to the low-temperature branch.

At fixed current the heating is \(I^2R\), which falls as \(T\) rises. The same linearization gives a growth rate \(-(1+x)/\tau\), which is negative. An ideal current source, with negligible capacitance across the cell, can therefore keep the model cell at a temperature below melting. Between \(T_-\) and melting, such a state is a bias point on the falling part of the curve, not a holding point.

A capacitance \(C_p\) in parallel with the cell can supply or absorb current, so the cell current is no longer fixed at every instant. Linearizing the heat balance together with \(C_p\,dV/dt=I-V/R\) shows that a state with \(x>1\) is then stable only if

\[
RC_p<\frac{\tau}{x-1}.
\]

For the small cell described next, with a heat capacity of about 1.3 J/(cm³ K), the limit at 900 K is about 1.5 fF. Ordinary wiring and contact pads exceed this by far, so a laboratory current source will not normally hold such a cell steady there.

## Size of the effect in a small cell

Take an amorphous cell 50 nm thick and 50 nm in diameter, with conductivity 0.001 S/cm at 300 K and thermal resistance 2 K/µW. These are rough values for a Ge-Sb-Te-like memory cell. Thickness divided by conductivity and area gives \(R_0=254.6\) MΩ.

At threshold the temperature rise is 31.6 K, which needs \(31.6/2=15.8\) µW. The Arrhenius law gives \(R(T_-)\approx84\) MΩ, so

\[
V_{th}=\sqrt{(15.8\times10^{-6})(84.3\times10^{6})}\approx36.5\ \text{V}.
\]

At the holding point the rise is 2850 K, the power 1.425 mW and the resistance about 7.0 kΩ:

\[
V_h=\sqrt{(1.425\times10^{-3})(7.02\times10^{3})}\approx3.16\ \text{V},
\qquad I_h\approx451\ \mu\text{A}.
\]

At 900 K the power is \(600/2=300\) µW and the resistance 111 kΩ, giving 5.78 V and 51.9 µA. There

\[
x=\frac{3481\times600}{900^2}=2.58,\qquad
\frac{d\ln V}{d\ln I}=\frac{1-2.58}{1+2.58}=-0.44 .
\]

When the material reaches melting, its voltage is still falling by about 0.44% for each 1% increase in current. The curve from there to 3150 K is a mathematical continuation of a law for a solid that has melted.

## What could bring the minimum below melting

**A smaller activation energy.** For \(T_m>2T_0\), \(x\) is already decreasing at the melting temperature \(T_m\). The minimum has been reached by \(T_m\) if \(x(T_m)\le1\). Together with the condition for two turning points, this requires

\[
4kT_0<E_a\le\frac{kT_m^2}{T_m-T_0}.
\]

For 300 K and 900 K the window is 0.103 to 0.116 eV. A barrier of 0.30 eV lies far outside it.

**A faster-growing heat loss.** Suppose the heat flow is \(K(T-T_0)^n\), with constant \(K\). Then \(V^2=K(T-T_0)^nR(T)\), and setting its logarithmic derivative to zero gives

\[
\frac{n}{T-T_0}=\frac{\theta}{T^2},\qquad\text{or}\qquad x=n .
\]

A minimum at 900 K needs \(n=2.58\). The effective thermal conductance, heat flow divided by temperature rise, must then grow as \((T-T_0)^{1.58}\), or threefold when the rise doubles. Far-field radiation does not supply this. A blackbody with the cell's full surface, at the model's holding temperature, would radiate 0.066 µW, about \(5\times10^{-5}\) of the electrical power.

**Series resistance.** Let a constant resistance \(R_s\) lie outside the heated region. The terminal voltage is \(V_t=I(R+R_s)\). Since \(d\ln(R+R_s)/dT=-\theta R/[T^2(R+R_s)]\),

\[
\begin{aligned}
2\frac{d\ln V_t}{dT}
&=\frac1{T-T_0}+\frac{\theta}{T^2}-\frac{2\theta}{T^2}\frac{R}{R+R_s}\\
&=\frac1{T-T_0}-\frac{\theta}{T^2}\frac{R-R_s}{R+R_s}.
\end{aligned}
\]

The turning condition is \(x(R-R_s)=R+R_s\), hence

\[
R_s=R\,\frac{x-1}{x+1}.
\]

Placing the terminal minimum at 900 K takes \(111.2\times1.579/3.579=49.1\) kΩ. The terminal voltage is then 8.32 V, of which the hot region carries 5.78 V. The region's own voltage is still falling; the resistor's rising voltage creates the minimum.

An external load acts in the same way if \(V_t\) is read as the source voltage. With negligible capacitance across the device, a slowly lowered source loses the hot state at this minimum. In that limit a circuit can switch off with the cell below melting, although the cell has not reached its own holding point. For this cell and resistor, a parallel capacitance above about 5 fF makes the hot state unstable earlier, at a higher temperature. With 1 pF across this cell and the same 49.1 kΩ resistor, the model loses stability near 3000 K, already close to the holding temperature.

**A field-lowered barrier.** In the Poole–Frenkel law a field \(F=V/L\), with \(L\) the thickness, lowers the barrier by

\[
\Delta=q\sqrt{\frac{qF}{\pi\varepsilon_0\varepsilon_r}},
\]

where \(q\) is the elementary charge, \(\varepsilon_0\) the vacuum permittivity and \(\varepsilon_r\) the high-frequency relative permittivity. For \(\varepsilon_r=16\), the simple model's threshold field of 7.3 MV/cm would lower the barrier by 0.51 eV, more than its full height. The 36.5 V threshold is therefore not credible either.

With the conductance multiplied by \(e^{\Delta/kT}\), the heat balance becomes

\[
2\ln V+\frac{\Delta(V)}{kT}
=\ln\frac{(T-T_0)R(T)}{R_{th}} .
\]

At a turning point \(dV/dT=0\), so \(\Delta\) is momentarily constant. Differentiation gives

\[
-\frac{\Delta}{kT^2}=\frac1{T-T_0}-\frac{\theta}{T^2},
\qquad\text{hence}\qquad
\frac{E_a-\Delta}{k}=\frac{T^2}{T-T_0}.
\]

The lowered barrier replaces the original one. Solving the heat balance numerically for \(V\) at each temperature, and locating the extrema, gives the following results with all other parameters fixed:

| \(\varepsilon_r\) | Threshold | Holding |
|---|---|---|
| 16 | 3.07 V, 384 K | 2.29 V, 1620 K |
| 10 | 2.39 V, 406 K | 2.07 V, 1300 K |

The field brings the threshold down by more than a factor of ten and roughly halves the holding temperature or better. For both permittivities the holding point of this cell remains above 900 K.

## Comparison with real cells

The chosen barrier, conductivity and thermal resistance are of the usual order for amorphous Ge-Sb-Te cells, though each varies with composition and design. Threshold fields in such materials are roughly some tenths of a MV/cm, and holding voltages are roughly 1 V or less. The simple model's 7.3 MV/cm is far outside that range. The field-lowered model gives 0.5 to 0.6 MV/cm, a sensible size, but its holding voltage of about 2 V is still high. A conductance independent of field is not a consistent assumption here, since the barrier lowering at the calculated threshold field exceeds the barrier itself. A single temperature, an unchanged amorphous phase and one conduction law at all temperatures are further assumptions whose effects are not calculated here. The first is a rough one. For uniform heating and a thermal conductivity of 0.2 W/(m K), a usual size for the amorphous solid, the interior would average 2.4 K/µW above \(T_0\) even if the cell's whole surface stayed at \(T_0\). That alone exceeds the 2 K/µW assumed for the whole cell, so the assumed \(R_{th}\) is low for a fully amorphous cell of this shape. In the same estimate the centre is 6.4 K/µW hotter than the surface, or about 320 K at 50 µW, so one temperature describes such a cell poorly. Crystallization or melting would replace the assumed \(R(T)\).

The discrepancy rules out this simple model for a cell with the parameter values used here. It does not prove that switching is purely electronic, since the field-lowered calculation combines heating with field-dependent conduction.

## What to do in practice

First, remove the known series voltage \(IR_s\) from the data, and state the load used. This correction does not turn a circuit's switch-off point into a holding point. The steps below apply only if the corrected voltage itself passes through a minimum along the steady curve. In the simple model with negligible capacitance, for example, a 5 MΩ load switches off with the cell near 400 K, where the cell's own voltage has no minimum. Negligible here means below about 0.06 fF, far less than ordinary wiring adds; with more capacitance the hot state is lost at a higher temperature.

Second, estimate the temperature from the holding power, \(T_h=T_0+R_{th}I_hV_h\). The simple model requires \(T_h>2T_0\), because \(x\) must be falling at the minimum. This gives a test that does not need \(E_a\):

\[
I_hV_h>\frac{T_0}{R_{th}} .
\]

For 300 K and 2 K/µW the limit is 150 µW. A cell holding at 1 V and 50 µA dissipates 50 µW and warms by 100 K, to 400 K. Simple Arrhenius heating cannot produce that minimum for any barrier height. The test presumes a constant, known \(R_{th}\), a single temperature and a true minimum of the corrected voltage; a hot filament narrower than assumed would have a larger \(R_{th}\).

Third, if the power passes this test, compare \(E_a\) with \(kT_h^2/(T_h-T_0)\). Allow for the uncertainty in \(R_{th}\): in the model, taking it at half its true value turns a barrier of 0.30 eV into an apparent 0.18 eV. A mismatch too large to explain in this way means that at least one assumption of the simple model fails, such as its conduction law, its heat-loss law or its single temperature. In a simulation, include the field dependence from the start, and stop using the amorphous \(R(T)\) once the calculated temperature reaches a phase change. A holding voltage fitted beyond that temperature may match a measurement, but it gives no support to the assumed mechanism.
